# Why 3s splitting need not track the local moment

## Question

I want to use 3s photoemission to compare local moments in a series of 3d compounds, and perhaps in some metals. My reasoning is this. After emission one 3s electron remains, with spin 1/2. It couples by exchange to the 3d spin $S$, parallel or antiparallel, and the two final states differ in energy by an amount proportional to $2S+1$. A smaller splitting should therefore mean a smaller local moment, and covalency should matter only through the reduction of the moment in the ground state.

Is that correct when the ligands or the conduction band can screen the core hole? If not, does anything in the spectrum still measure the initial moment?

## Answer

Your argument holds for a fixed d configuration. Screening removes that condition: the core hole pulls charge into the d shell, and the lowest 3s lines then belong to final states whose d count, and hence d spin, differs from that of the ground state. A small cluster model with exchange shows what survives.

### The ionic result

Let $\mathbf s$ be the spin of the remaining 3s electron and $\mathbf S_d$ that of the d shell. The exchange energy is

$$H_{\rm ex}=-2J\,\mathbf s\cdot\mathbf S_d ,\qquad J=\tfrac15G^2(3s,3d)>0 .$$

Its spin-independent companion only shifts levels and is absorbed below in the core attraction $Q$. I treat $J$ as an effective parameter, because mixing among 3s, 3p and 3d configurations is not included explicitly. In real ions that mixing, chiefly with $3s^23p^43d^{n+1}$, acts on the low-spin final state even without ligands. It reduces the main-line splitting well below $(2S+1)G^2/5$, by a factor that differs from ion to ion, so one value of $J$ cannot be carried along a series of elements.

For total spin $F$,

$$\mathbf s\cdot\mathbf S_d=\tfrac12\left[F(F+1)-S(S+1)-\tfrac34\right].$$

This is $S/2$ for $F=S+\frac12$ and $-(S+1)/2$ for $F=S-\frac12$. The energies are $-JS$ and $J(S+1)$, so the splitting is $J(2S+1)$. Even here it is linear in $S$ rather than strictly proportional to the spin moment $2S\,\mu_B$.

### Adding charge transfer

Take a high-spin $d^n$ shell with $n=10-2S\ge5$, and let it mix with $d^{n+1}\underline L$, where $\underline L$ is a ligand hole. The added electron must enter with minority spin, so $d^{n+1}$ has spin $S-\frac12$. I keep one effective hybridization $T$ and omit $d^{n+2}\underline L^2$, low-spin d terms, orbital multiplets and spin-orbit coupling.

Before emission, in the basis $(d^n,d^{n+1}\underline L)$ with total valence spin $S$,

$$H_i=\begin{pmatrix}0&T\\T&\Delta\end{pmatrix}.$$

Let $P_L^i$ be the ground-state weight of $d^{n+1}\underline L$. In the state with maximum spin projection, $S_{dz}$ is $S$ in the first configuration and $S-\frac12$ in the second. Hence

$$\langle S_{dz}\rangle=(1-P_L^i)S+P_L^i(S-\tfrac12)=S-\tfrac12P_L^i .$$

This is the covalent reduction you had in mind. The core hole does something further: it attracts each d electron with energy $Q$, so the charge-transfer energy changes from $\Delta$ to

$$g=\Delta-Q .$$

If $Q>\Delta$, the order of the two configurations is inverted, apart from the exchange shifts.

### The clearest case: $d^9$ and $d^{10}\underline L$

For $S=\frac12$, the $d^9$ exchange energies are $-J/2$ (triplet) and $3J/2$ (singlet). The $d^{10}$ shell has no spin and no exchange splitting. With $e$ standing for either $d^9$ energy, each spin channel has the matrix

$$H_f(e)=\begin{pmatrix}e&T\\T&g\end{pmatrix},$$

and its lower eigenvalue is

$$E(e)=\tfrac12(e+g)-\tfrac12\sqrt{(g-e)^2+4T^2}.$$

Subtracting the triplet value from the singlet value gives the splitting of the two lowest lines:

$$\delta=J-\tfrac12\left[\sqrt{(g-\tfrac32J)^2+4T^2}-\sqrt{(g+\tfrac12J)^2+4T^2}\right].$$

The trace of $H_f$ differs by $2J$ between the channels, so the upper pair, the satellites, is split by $2J-\delta$.

To see what $\delta$ measures, differentiate:

$$\frac{dE}{de}=\frac12\left[1+\frac{g-e}{\sqrt{(g-e)^2+4T^2}}\right]=P_9^f(e).$$

This is the $d^9$ weight in the lowest final state, because $\partial H_f/\partial e$ is the projector on $d^9$. Integration gives

$$\delta=\int_{-J/2}^{3J/2}P_9^f(e)\,de .$$

For small $J$ this becomes $\delta\simeq2JP_9^f(0)$. The initial local spin is instead $\langle S_{dz}\rangle=P_9^i/2$. One quantity contains the final d count, the other the initial one.

The limits make the difference plain:

- For $g\to+\infty$ the lowest state is $d^9$ and $\delta\to2J$, the ionic value.
- For $g\to-\infty$ it is $d^{10}\underline L$ and $\delta\to0$, although the initial moment is unchanged if $\Delta$ and $T$ are fixed. In this limit, however, the lowest lines keep only the fraction $P_L^i$ of the intensity; if that is below one half, the strongest lines are the upper, $d^9$-like pair, whose splitting $2J-\delta$ returns to the ionic value.
- For $T$ much larger than $|\Delta|$, $|g|$ and $J$, both weights tend to $\frac12$, and the main splitting again agrees with the initial spin. More directly, for $Q=0$ and small $J$ the two weights are equal at any $T$, and $\delta\simeq4J\langle S_{dz}\rangle$. In the $d^9$ case, then, covalency alone is not the main cause of the failure; the change of configuration caused by $Q$ is.
- For $T\to0$ with $\Delta>0$, the sudden process creates pure $d^9$. A lower $d^{10}\underline L$ state then has no intensity, and the visible lines keep the ionic splitting.

### Numbers for this case

Choose round parameters, not those of a named material: $J=1$, $\Delta=3$, $T=2$ and $Q=5$ eV. Then $g=-2$ eV. The initial $d^9$ weight is

$$P_9^i=\tfrac12\left(1+\frac{3}{\sqrt{3^2+4\cdot2^2}}\right)=\tfrac12(1+0.6)=0.80,$$

so $\langle S_{dz}\rangle=0.40$. The main splitting is

$$\delta=1-\tfrac12\left[\sqrt{(-3.5)^2+16}-\sqrt{(-1.5)^2+16}\right]\text{ eV}\simeq0.48\text{ eV}.$$

The moment is 80% of its ionic value, but the splitting is only 24% of the ionic 2 eV. The $d^9$ weight has fallen to 0.32 in the lowest triplet and 0.17 in the lowest singlet. The mean d count is thus 9.20 before emission, and 9.68 and 9.83 in these two final states.

Now vary $Q$ alone. The ground state, and with it the moment, cannot change. Yet $\delta$ falls from 1.52 eV at $Q=0$ to 0.35 eV at $Q=6$ eV. A splitting that varies by more than a factor of four at constant moment is not a measure of that moment. In this range the lowest line of each channel is also the strongest; by $Q=7$ eV the lowest singlet line holds less than half of its channel, and the lowest lines cease to be the main pair.

A large peak separation can mislead in the other direction. Set $J=0$: both spin channels then have the same two lines, separated by

$$\sqrt{g^2+4T^2}=\sqrt{4+16}\text{ eV}\simeq4.47\text{ eV},$$

with 28% of the intensity in the satellite. This is a charge-transfer separation, with no exchange in it.

### What still measures the initial spin

In the sudden approximation, emission leaves the valence state as it was and adds the spin of the remaining 3s electron. A final line $f$ has, within its channel, the weight $w_f=|\langle f|\text{created state}\rangle|^2$. The centroid of all lines in the channel is therefore

$$C_F=\sum_f w_fE_f=\langle\text{created state}|H_f|\text{created state}\rangle_F .$$

The valence part, including $Q$ and $T$, has the same expectation value in both channels and cancels in their difference. Only exchange remains. Within a valence multiplet of spin $S>0$, the vector $\mathbf S_d$ acts as a multiple of the total valence spin $\mathbf S_v$:

$$\mathbf S_d\to\alpha\,\mathbf S_v,\qquad \alpha=\frac{\langle S_{dz}\rangle}{S}.$$

Since $\mathbf s\cdot\mathbf S_v$ equals $-(S+1)/2$ in the low-spin channel and $S/2$ in the high-spin channel,

$$C_{S-1/2}-C_{S+1/2}=-2J\alpha\left[-\frac{S+1}{2}-\frac S2\right]=J(2S+1)\frac{\langle S_{dz}\rangle}{S}.$$

In the example, using both lines of each channel,

$$C_{\rm triplet}=0.769(-3.386)+0.231(0.886)\simeq-2.40\text{ eV},$$

$$C_{\rm singlet}=0.603(-2.908)+0.397(2.408)\simeq-0.80\text{ eV}.$$

The difference is 1.60 eV, as the rule requires: $1\cdot2\cdot0.40/0.5=1.60$. The information has not been lost; it is shared between main lines and satellites. Using it requires the complete intensity of each spin channel, which a spectrum without spin separation does not supply directly.

### Larger spins

For general $S$, the high-spin channel is still a two-state problem. All spins are aligned, so the exchange energy of $d^{n+1}\underline L$ follows from the ionic formula with $S$ replaced by $S-\frac12$:

$$H_{S+1/2}=\begin{pmatrix}-JS&T\\T&g-J(S-\frac12)\end{pmatrix}.$$

The low-spin channel is richer. The $d^{n+1}$ spin and the ligand-hole spin can form $S_v=S$ or $S_v=S-1$, and either can combine with $\mathbf s$ to give $F=S-\frac12$. The projection factor of $\mathbf S_d$ on $\mathbf S_v$ is

$$\frac{\mathbf S_d\cdot\mathbf S_v}{S_v(S_v+1)}=\frac{S_v(S_v+1)+(S^2-\frac14)-\frac34}{2S_v(S_v+1)} .$$

It equals $(2S-1)/(2S)$ for $S_v=S$ and $(2S+1)/(2S)$ for $S_v=S-1>0$. The corresponding values of $\mathbf s\cdot\mathbf S_v$ are $-(S+1)/2$ and $(S-1)/2$. Multiplication by $-2J$ gives the diagonal energies

$$a=J\frac{(S+1)(2S-1)}{2S},\qquad b=-J\frac{(S-1)(2S+1)}{2S}.$$

For $S=1$ the second state has $S_v=0$, and $b=0$ directly.

The coupling $c$ follows from a determinant. If $\mathbf s$ is coupled first to the d spin $S-\frac12$, the exchange energies are $-J(S-\frac12)$ and $J(S+\frac12)$. Their product must equal $ab-c^2$, so

$$c^2=ab+J^2\left(S^2-\tfrac14\right)=J^2\frac{4S^2-1}{4S^2}\left[-(S^2-1)+S^2\right]=J^2\frac{4S^2-1}{4S^2}.$$

Hybridization conserves the valence spin, so only $S_v=S$ connects to high-spin $d^n$:

$$H_{S-1/2}=\begin{pmatrix}J(S+1)&T&0\\T&g+a&c\\0&c&g+b\end{pmatrix}.$$

For $S=\frac12$ the third state does not exist.

Let $P_L^f$ be the $d^{n+1}\underline L$ weight of the lowest final state at $J=0$. If $J$ is small compared with the distance from that state to the $S_v=S-1$ level at $g$, first-order perturbation theory gives

$$\delta\simeq J(2S+1)\left(1-\frac{P_L^f}{2S}\right).$$

The centroid difference has the same form with $P_L^i$ in place of $P_L^f$. In this small-$J$ limit a half-filled shell is less sensitive: a given $P_L^f$ lowers the splitting by the fraction $P_L^f/(2S)$, which is $P_L^f/5$ for $S=\frac52$ but $P_L^f$ for $S=\frac12$. For $S>\frac12$ the formula cannot be carried to full transfer, because the lowest state then approaches the $S_v=S-1$ level at $g$.

With the same parameters $J=1$ eV is not small compared with that distance, which is 1.24 eV, so for $S>\frac12$ the first-order formula does not describe the lowest lines. For $S=\frac52$ the level $g+b=-3.8$ eV gives the lowest low-spin line, at $-4.02$ eV, but it carries only 2% of the channel intensity; the strongest low-spin line lies at $-0.07$ eV. The separation of the strongest lines of the two channels is 5.32 eV, against an ionic value of 6 eV. Its ratio to the $S=\frac12$ splitting is about 11. The ratio of the initial local spins is $2.4/0.4=6$, and that of the ionic splittings at a common $J$ is 3. The separation of the strongest lines follows neither.

For $S=1$ and these parameters, the idea of one splitting breaks down. Without $c$, the lower mixed state of the first two low-spin levels, 2 and $-1$ eV, lies at

$$0.5-\sqrt{1.5^2+2^2}=-2.0\text{ eV}.$$

The $S_v=0$ level also lies at $g+b=-2$ eV. The coupling $c$ therefore splits this degenerate pair, giving lines at $-2.79$ and $-1.24$ eV with 28% and 37% of the low-spin intensity. A third line at 3.03 eV has 35%. The separation from the strongest high-spin line depends on which low-spin line is chosen.

### A metallic bath

For a simple metallic version of the $S=\frac12$ case, replace the ligand level by a uniform band of hole states of width $W$. Its edge corresponds to a hole at the Fermi level, so the final-state band runs from $g$ to $g+W$. I retain at most one band hole and omit electron–hole pairs and Kondo screening.

If $v_k$ couples $d^9$ to band state $k$, the band amplitude is $c_k=v_kc_d/(E-\varepsilon_k)$. Inserting it in the $d^9$ equation, with $\sum_kv_k^2=T^2$ spread uniformly over $W$, gives for $E<g$

$$E=e+\frac{T^2}{W}\int_g^{g+W}\frac{d\varepsilon}{E-\varepsilon}
=e-\frac{T^2}{W}\ln\frac{g+W-E}{g-E}.$$

The threshold $g$ is common to both spin channels, because a $d^{10}$ shell plus a band hole has no exchange with the 3s spin. The logarithm diverges at the threshold, so each channel has a state below it.

For $W=6$ eV these states lie at $-2.38$ eV (triplet) and $-2.03$ eV (singlet), only 0.35 eV apart. The initial $d^9$ weight is 0.898, and the centroid difference is accordingly $2J\cdot0.898\simeq1.80$ eV. The lowest singlet state holds only 13% of its channel's intensity; most of the rest is in the continuum. The small threshold splitting is thus not evidence of a small initial moment.

This band calculation describes an impurity with an unscreened spin. If the whole ground state is a singlet, $\langle S_{dz}\rangle=0$ even when $\langle\mathbf S_d^2\rangle$ is not, and the centroid rule above, derived for $S>0$, does not apply.

For your series, then, a change in main-line splitting does not by itself establish a change in moment. In the cluster model the line energies depend on $S$, $J$, $T$ and the difference $\Delta-Q$, whereas the initial moment depends on $S$, $T$ and $\Delta$. Fit the energies and intensities of main lines and satellites together with a model that contains $\Delta$, $T$, $Q$ and $J$, and obtain the moment from its ground state. The intensities are essential, because the energies alone cannot separate $\Delta$ from $Q$. For real compounds the fit must also allow for the intra-shell 3s–3p–3d mixing omitted here. It moves low-spin intensity out of the main line into correlation satellites, about a third of it for a free $d^5$ ion, and so changes the intensities in a way that no effective $J$ reproduces. A centroid that includes those satellites is governed by the bare $G^2/5$, not by the effective $J$. The numerical output below lists all lines of the cluster model for $S=\frac12$ and $S=1$, and the main results for the other spins. Its column "centroid" is the difference between the two channel centroids, and in the band case the weight "within 1 eV" includes the lowest state itself.

## Computed values

```
Inputs: J=1.0 delta=3.0 T=2.0 Q=5.0 W=6.0 eV
delta-Q = -2.0 eV
Initial weights: d^n 0.8000, d^(n+1)L 0.2000
Spin comparison; splitting = strongest line of each channel
S | J(2S+1) eV | <S_dz> | splitting eV | low-spin weight | centroid eV
0.5 | 2.0 | 0.4000 | 0.4785 | 0.6035 | 1.6000
1.0 | 3.0 | 0.9000 | 2.6431 | 0.3711 | 2.7000
1.5 | 4.0 | 1.4000 | 3.4208 | 0.5659 | 3.7333
2.0 | 5.0 | 1.9000 | 4.3501 | 0.6277 | 4.7500
2.5 | 6.0 | 2.4000 | 5.3210 | 0.6509 | 5.7600
Splitting ratio S=5/2 to S=1/2: 11.121
S=1 lines: energy eV, weight within its spin channel
  total spin 3/2: -3.8860, 0.7692
  total spin 3/2: 0.3860, 0.2308
  total spin 1/2: -2.7877, 0.2827
  total spin 1/2: -1.2429, 0.3711
  total spin 1/2: 3.0305, 0.3462
S=1/2 lines: energy eV, weight in channel, d9 weight of final state
  triplet: -3.3860, 0.7692, 0.3244
  triplet: 0.8860, 0.2308, 0.6756
  singlet: -2.9075, 0.6035, 0.1707
  singlet: 2.4075, 0.3965, 0.8293
S=1/2 main splitting 0.4785 eV, satellite 1.5215 eV
Final d9 weight of lowest state at J=0: 0.2764
Q scan, S=1/2: Q eV | main splitting eV | triplet, singlet weights
  0.0 | 1.5215 | 0.9986, 0.9799
  2.0 | 1.1204 | 0.9799, 0.8597
  4.0 | 0.6571 | 0.8597, 0.6802
  5.0 | 0.4785 | 0.7692, 0.6035
  6.0 | 0.3481 | 0.6802, 0.5415
J=0: peak separation 4.4721 eV, satellite weight 0.2764
Band case: initial d9 weight 0.8980, threshold -2.0 eV
  triplet: lowest -2.380 eV, its weight 0.643, weight within 1 eV above it 0.733
  singlet: lowest -2.030 eV, its weight 0.127, weight within 1 eV above it 0.375
Band lowest-line splitting 0.350 eV
Band centroid difference 1.796 eV
```
